# Uniform-grid quadrature: exponential convergence for analytic functions, algebraic for kinks

In non-relativistic theory, an electron density bound to a point nucleus has a cusp at the nucleus, provided it does not vanish there. (A pure $p$ state has zero density and zero slope at the nucleus. In relativistic theory the $1s$ density of a point nucleus diverges weakly instead, which matters for heavy elements and is not covered by the cusp law below.) A pseudopotential replaces it by a smooth density. When such densities are integrated by adding values on a uniform grid, halving a spacing that is already fine, with the nucleus at the same relative place in its grid cell, reduces the error by a nearly fixed factor in the first case, but can gain many digits in the second. What property of the function decides this?

Poisson summation answers the question, because it writes the quadrature error as a sum of Fourier components that the grid cannot distinguish from a constant. The argument is given first on the line, then for a cubic grid.

## Definitions and the error formula

For a continuous, integrable function $f$, grid spacing $h>0$ and real offset $s$, let
$$I=\int_{-\infty}^{\infty}f(x)\,dx,\qquad T_h(s)=h\sum_{j=-\infty}^{\infty}f(s+jh),$$
$$E_h(s)=T_h(s)-I,\qquad F(k)=\int_{-\infty}^{\infty}f(x)e^{-ikx}\,dx .$$
Thus $F(0)=I$. Integrals without limits run over the whole line.

**Lemma 1 (Poisson summation).** Suppose the grid sum converges uniformly for $0\le s\le h$. Then, for every integer $m$,
$$\frac1h\int_0^hT_h(s)e^{-2\pi ims/h}ds=F(2\pi m/h).\tag{1}$$
If also $\sum_m|F(2\pi m/h)|<\infty$, then
$$E_h(s)=\sum_{m\ne0}F(2\pi m/h)\,e^{2\pi ims/h}.\tag{2}$$

*Proof.* $T_h$ is continuous and has period $h$ in $s$. Uniform convergence allows term-by-term integration, so the left side of (1) is
$$\sum_j\int_0^hf(s+jh)e^{-2\pi ims/h}ds .$$
Put $x=s+jh$. Since $e^{2\pi imj}=1$, the phase becomes $e^{-2\pi imx/h}$, and the intervals join to cover the line once. This proves (1). If the coefficients are absolutely summable, their Fourier series converges uniformly to a continuous function. That function and $T_h$ have the same Fourier coefficients, so they are equal. Subtracting the $m=0$ term, $F(0)=I$, gives (2). ∎

The error therefore depends on $F$ at wave numbers $2\pi/h$ and its multiples.

## Analytic functions

**Theorem 1.** Let $f$ be analytic in $|\operatorname{Im}z|<a$, and let
$$\int|f(x+iy)|\,dx\le M\quad\text{for every }|y|<a .$$
Then, for every offset,
$$|E_h(s)|\le\frac{2M}{e^{2\pi a/h}-1}.\tag{3}$$

*Proof.* We first check convergence. An analytic function equals its average over a disc, so for a disc $D$ of radius $\rho$ about $z$ inside the strip,
$$|f(z)|\le\frac1{\pi\rho^2}\int_D|f|\,dx\,dy .$$
The integral of $|f|$ over the whole strip is at most $2aM$, so its part at $|x|>X$ vanishes as $X\to\infty$. Two facts follow.

- With $\rho\le h/2$ and $\rho<a$, discs about different grid points do not overlap. The tail of the grid sum is bounded by a tail of the strip integral, so convergence is uniform in $s$.
- For $|y|\le b<a$, taking $\rho<a-b$ shows that $f(x+iy)\to0$ uniformly as $|x|\to\infty$.

Now let $k>0$ and $0<b<a$. Apply Cauchy's theorem to the rectangle with corners $\pm R$ and $\pm R-ib$. Its vertical sides contribute nothing as $R\to\infty$, by the second fact. On the lower side,
$$e^{-ik(x-ib)}=e^{-ikx}e^{-kb},$$
and hence
$$F(k)=e^{-bk}\int f(x-ib)e^{-ikx}dx,\qquad |F(k)|\le Me^{-bk}.$$
Let $b\to a$. For $k<0$ shift upwards instead. In both cases $|F(k)|\le Me^{-a|k|}$, which is summable on the points $2\pi m/h$. By (2),
$$|E_h(s)|\le2M\sum_{m=1}^{\infty}e^{-2\pi am/h}=\frac{2M}{e^{2\pi a/h}-1}.\qquad ∎$$

The exponent contains the distance $a$ to the edge of the strip, measured in grid spacings. The line-integral condition matters as well as analyticity, since it controls the function far out and supplies $M$.

## Functions with a kink

Write $[g]=g(x_0^+)-g(x_0^-)$ for a jump at $x_0$.

**Theorem 2.** Let $f$ be continuous, and three times continuously differentiable on each side of $x_0$ with finite one-sided limits there. Let $f,f',f'',f'''$ be integrable on each side, with $f,f',f''\to0$ at infinity. Put $J=[f']\ne0$ and $J_2=[f'']$, and let $\theta$ be the fractional part of $(s-x_0)/h$. Then
$$E_h(s)=-\frac{Jh^2}{2}B_2(\theta)+R,\qquad B_2(\theta)=\theta^2-\theta+\tfrac16,\tag{4}$$
$$|R|\le2\zeta(3)\Big(|J_2|+\int|f'''|dx\Big)\Big(\frac{h}{2\pi}\Big)^3,\qquad \zeta(3)=\sum_{m\ge1}m^{-3}.$$

*Proof.* If $x$ and $x'$ lie in the same grid cell, $|f(x)|\le|f(x')|+\int_{\rm cell}|f'|$. Averaging over $x'$ gives
$$|f(x)|\le\frac1h\int_{\rm cell}|f|\,dx'+\int_{\rm cell}|f'|\,dx' .$$
The sum over cells converges, so the grid sum converges uniformly.

For a function $g$ that is smooth on each side and vanishes at infinity, integration by parts on the left gives the boundary term $g(x_0^-)e^{-ikx_0}/(-ik)$. On the right it gives $-g(x_0^+)e^{-ikx_0}/(-ik)$. Together,
$$\int ge^{-ikx}dx=\frac{[g]e^{-ikx_0}}{ik}+\frac1{ik}\int g'e^{-ikx}dx .$$
Use this for $g=f,f',f''$ in turn. As $[f]=0$ and $(ik)^2=-k^2$,
$$F(k)=-\frac{Je^{-ikx_0}}{k^2}+\frac{J_2e^{-ikx_0}}{(ik)^3}+\frac1{(ik)^3}\int f'''e^{-ikx}dx.\tag{5}$$
This is summable on the grid wave numbers, so (2) applies. With $k=2\pi m/h$, the first term contributes
$$-\frac{Jh^2}{4\pi^2}\sum_{m\ne0}\frac{e^{2\pi im\theta}}{m^2}.$$

To evaluate the sum, find the Fourier coefficients of $B_2$ on $[0,1]$. Its mean is $\frac13-\frac12+\frac16=0$. For $q=2\pi m\ne0$, integrate by parts. The boundary term vanishes because $B_2(0)=B_2(1)$, leaving
$$\int_0^1B_2e^{-iq\theta}d\theta=\frac1{iq}\int_0^1(2\theta-1)e^{-iq\theta}d\theta .$$
In the next integration the boundary term is $[1-(-1)]/(-iq)=-2/(iq)$, and the remaining integral of $e^{-iq\theta}$ vanishes. The coefficient is $-2/(iq)^2=2/q^2=1/(2\pi^2m^2)$. Therefore
$$\sum_{m\ne0}\frac{e^{2\pi im\theta}}{m^2}=2\pi^2B_2(\theta),$$
which gives the main term of (4). The last two terms of (5) are at most $(|J_2|+\int|f'''|)/|k|^3$ in magnitude. Summing over positive and negative $m$ gives the bound on $R$. ∎

**Exceptional offsets.** With $t=\theta-\frac12$, $B_2=t^2-\frac1{12}$. It vanishes at $\theta=\frac12\pm\frac1{2\sqrt3}$, where the error is smaller than order $h^2$. The root mean square over all offsets has no such escape:
$$\int_{-1/2}^{1/2}\Big(t^2-\frac1{12}\Big)^2dt=\frac1{80}-\frac1{72}+\frac1{144}=\frac1{180},$$
so that
$$E_{\rm rms}=\frac{|J|h^2}{2\sqrt{180}}+O(h^3)=\frac{|J|h^2}{12\sqrt5}+O(h^3).\tag{6}$$

At an exceptional offset the $J_2$ term of (5) is next. Let $B_3=\theta^3-\frac32\theta^2+\frac12\theta$. Then $B_3'=3B_2$, $B_3(0)=B_3(1)=0$, and $B_3$ has zero mean because it is odd about $\theta=\frac12$. One integration by parts gives its coefficients, $(3/iq)(-2/(iq)^2)=-6/(iq)^3$. The $J_2$ term therefore contributes $-J_2h^3B_3(\theta)/6$. The $f'''$ integral in (5) tends to zero at large $k$, by the Riemann–Lebesgue lemma, so its contribution is smaller than order $h^3$.

## The converse

**Theorem 3.** Let $f$ be continuous and integrable, with uniformly convergent grid sums. If constants $C,a,h_0>0$ exist such that $|E_h(s)|\le Ce^{-2\pi a/h}$ for all $s$ and all $0<h\le h_0$, then $f$ extends analytically to $|\operatorname{Im}z|<a$.

*Proof.* In (1) take $m=\pm1$. The constant $I$ integrates to zero against the phase, so $T_h$ may be replaced by $E_h$:
$$F(\pm2\pi/h)=\frac1h\int_0^hE_h(s)e^{\mp2\pi is/h}ds,\qquad |F(\pm2\pi/h)|\le\max_s|E_h(s)|.\tag{7}$$
Hence $|F(k)|\le Ce^{-a|k|}$ for $|k|\ge2\pi/h_0$. Since $F$ is also bounded, it is integrable, and Fourier inversion gives
$$f(x)=\frac1{2\pi}\int F(k)e^{ikx}dk .$$
With $x$ replaced by $z$, the integral converges uniformly on every strip $|\operatorname{Im}z|\le b<a$, and so defines an analytic function there. ∎

There is a class between the two laws. If $f$ is infinitely differentiable and all its derivatives are integrable and vanish at infinity, $n$ integrations by parts give $|F(k)|\le|k|^{-n}\int|f^{(n)}|dx$ for each $n$. The error then falls faster than any power of $h$. If $f$ is not analytic in any strip, Theorem 3 still forbids a uniform exponential law.

## A kink smoothed over a length $c$

Consider the model function
$$f_c(x)=e^{-\alpha\sqrt{x^2+c^2}},\qquad\alpha=2\ \text{bohr}^{-1},\quad c=0.5\ \text{bohr}.$$
For $c>0$ it has branch points at $z=\pm ic$, so the strip has $a=c$. For $c=0$ it is the kinked function $e^{-\alpha|x|}$.

To find $M$, let $u=\operatorname{Re}\sqrt{z^2+c^2}$, so that $|f_c|=e^{-\alpha u}$ and
$$u^2=\tfrac12(A+Q),\quad A=x^2+c^2-y^2,\quad Q=\sqrt{A^2+4x^2y^2}.$$
Differentiating with respect to $y^2$ gives $A'=-1$ and $Q'=(x^2+y^2-c^2)/Q$. Because $Q^2-(x^2+y^2-c^2)^2=4c^2x^2\ge0$, $Q'\le1$. So $u$ does not increase as $|y|$ grows, and the line integral is largest in the limit $|y|\to c$. There $u\ge|x|$, so the integral is finite. Its computed value is $M=0.784$ bohr.

For the kink, $J=-\alpha-\alpha=-4$ bohr$^{-1}$. With a grid point on it, $\theta=0$ and (4) predicts $-Jh^2/12=h^2/3$, with $h$ in bohr. The errors at $s=0$, all in bohr, are:

| $h$ | kink | smooth | bound (3) |
|---|---|---|---|
| 1/2 | 8.20e-2 | 2.85e-4 | 2.93e-3 |
| 1/4 | 2.07e-2 | 1.93e-7 | 5.47e-6 |
| 1/8 | 5.20e-3 | 2.40e-13 | 1.91e-11 |
| 1/16 | 1.30e-3 | 1.04e-24 | 2.32e-22 |
| 1/32 | 3.25e-4 | 5.43e-47 | 3.43e-44 |

These are absolute errors; the exact integrals are 1.000 bohr for the kink and 0.602 bohr for the smooth function. The smallest entries need high-precision arithmetic. At $h=1/32$ bohr the kink law gives $1/(3\times32^2)=3.2552\times10^{-4}$ bohr, against $3.2550\times10^{-4}$ bohr from the grid sum.

The slope of $-\ln E$ against $1/h$ between successive rows is 3.648, 3.399, 3.271 and 3.206 bohr. It approaches $2\pi c=3.142$ bohr from above. The excess comes from the branch point. For $k>0$, deform the contour around the cut running down from $-ic$, with $z=-i(c+t)$. The large arcs vanish, because $f_c$ decays near the real directions and $e^{-ikz}$ decays below them. On the right and left banks the root is $\mp i\sqrt{2ct+t^2}$, and the two banks combine to
$$F(k)=2e^{-ck}\int_0^\infty\sin\!\big(\alpha\sqrt{2ct+t^2}\big)e^{-kt}dt .$$
At large $k$ only $t\sim1/k$ matters. The sine is then close to $\alpha\sqrt{2ct}$, and $\int_0^\infty\sqrt t\,e^{-kt}dt=\frac{\sqrt\pi}2k^{-3/2}$, so
$$F(k)\simeq\alpha\sqrt{2\pi c}\;k^{-3/2}e^{-ck}.$$
The leading error $2F(2\pi/h)$ thus carries a factor $h^{3/2}$. Between $h$ and $h/2$, where $1/h$ changes by $1/h$, this factor raises the slope by $\frac32h\ln2$. For the last pair, $h=1/16$ bohr, that is 0.065 bohr, in agreement with $3.2065-3.1416$.

**Offset dependence.** Take $e^{-2x}$ for $x>0$ and $e^{x}$ for $x<0$, with $x$ in bohr. Here $J=-2-1=-3$ bohr$^{-1}$ and $J_2=4-1=3$ bohr$^{-2}$. At $h=0.05$ bohr the errors for $\theta=0$ and $\frac12$ are $6.249\times10^{-4}$ and $-3.124\times10^{-4}$ bohr. The main term of (4) gives $6.250\times10^{-4}$ and $-3.125\times10^{-4}$ bohr. The rms error is $2.795\times10^{-4}$ bohr, as (6) gives. At the exceptional offset $\theta=\frac12-\frac1{2\sqrt3}\approx0.21132$, used unrounded so that the $h^2$ term vanishes, the order observed from $h=0.04$ to 0.02 bohr is 3.002.

**When the exponential becomes visible.** Suppose $c\ll1/k\ll1/\alpha$. Two integrations by parts give $F=-k^{-2}\int f_c''e^{-ikx}dx$. Across a region of width a few $c$, the slope changes by nearly $-2\alpha$ while the phase hardly varies. To leading order $F\simeq2\alpha/k^2$, the result for a kink. A grid with $h\gg2\pi c$ therefore sees a kink, and the exponential takes over once $h$ is below about $2\pi c$. For $c=0.01$ bohr, $2\pi c=0.063$ bohr. The local order, $\log_2[E_h/E_{h/2}]$, is 2.01 from $h=1$ to 0.5 bohr, but 10.6 from 0.01 to 0.005 bohr. The first value shows a power law near $h^2$, but its closeness to 2 is partly a cancellation. For the pure kink the grid sum at $s=0$ is geometric, $E_h=h\coth h-1$ with $h$ in bohr, and its order over this pair is 1.93, since $1/k\ll1/\alpha$ holds only roughly there. The smoothing, which mainly lowers the grid value at $x=0$, raises the order again.

## Cubic grids and the nuclear cusp

Let $f(r)$ be a continuous radial function on three-dimensional space with $|f|\le C(1+r)^{-4}$, so that its grid sums converge uniformly. The proof of Lemma 1 carries over with cubes in place of intervals. If the coefficients are absolutely summable, the error for spacing $h$ and offset $\mathbf s$ from the nucleus is
$$E_h(\mathbf s)=\sum_{\mathbf n\ne0}F(G)e^{i\mathbf G\cdot\mathbf s},\qquad\mathbf G=2\pi\mathbf n/h,$$
where $\mathbf n$ has integer components. Put $g(r)=rf(r)$. The angular integral of $e^{-i\mathbf G\cdot\mathbf r}$ is $4\pi\sin(Gr)/(Gr)$, so
$$F(G)=\frac{4\pi}{G}\int_0^\infty g(r)\sin(Gr)\,dr.\tag{8}$$

**Theorem 4.** (i) Let $g$ be four times continuously differentiable on $r\ge0$, with $g,\dots,g'''$ vanishing at infinity and $g''''$ integrable. If $f'(0)\ne0$, then
$$E_h(\mathbf s)=-8\pi f'(0)\Big(\frac h{2\pi}\Big)^4\sum_{\mathbf n\ne0}\frac{e^{2\pi i\mathbf n\cdot\mathbf s/h}}{|\mathbf n|^4}+O(h^5).$$
(ii) Let the even extension of $f$ be analytic in $|\operatorname{Im}r|<a$, and let $\int|g(x+iy)|dx\le M_g$ there. Then $|E_h(\mathbf s)|\le C'he^{-2\pi a/h}$ for all sufficiently small $h$, with $C'$ independent of $h$ and $\mathbf s$.

*Proof.* (i) Since $g(0)=0$, two integrations by parts give $\int_0^\infty g\sin(Gr)dr=-G^{-2}\int_0^\infty g''\sin(Gr)dr$. Two more give
$$\int_0^\infty g''\sin(Gr)dr=\frac{g''(0)}G-\frac1{G^2}\int_0^\infty g''''\sin(Gr)dr .$$
As $g''=2f'+rf''$, $g''(0)=2f'(0)$. Equation (8) becomes $F=-8\pi f'(0)/G^4+O(G^{-5})$. Both $|\mathbf n|^{-4}$ and $|\mathbf n|^{-5}$ are summable in three dimensions, which gives (i).

(ii) $g$ is odd, so the integral in (8) is half of $\int g\sin(Gr)dr$ over the whole line, and this equals $i\int ge^{-iGr}dr$. The contour shift of Theorem 1 gives $|F|\le(2\pi/G)M_ge^{-aG}$. With $\kappa=2\pi a/h$ and $2\pi/G=h/|\mathbf n|$,
$$|E_h|\le hM_g\sum_{\mathbf n\ne0}\frac{e^{-\kappa|\mathbf n|}}{|\mathbf n|}\le hM_ge^{-(\kappa-\kappa_0)}\sum_{\mathbf n\ne0}e^{-\kappa_0|\mathbf n|}$$
for any fixed $\kappa_0>0$ and $\kappa\ge\kappa_0$, because $|\mathbf n|\ge1$. The last sum is finite. ∎

The leading sum in (i) has nonzero Fourier coefficients, so its rms over offsets is nonzero and the cusp error is of order $h^4$ in that sense.

For the one-electron model density $\alpha^3e^{-\alpha r}/(8\pi)$, $f'(0)=-\alpha^4/(8\pi)$. With the nucleus on a grid point, the leading error is $(\alpha h/2\pi)^4\times16.53$, where 16.53 is the computed sum of $|\mathbf n|^{-4}$. At $h=0.125$ bohr this is $4.14\times10^{-5}$ electrons, and the direct grid sum also gives $4.14\times10^{-5}$. From $h=0.5$ to 0.25 bohr the cusp error falls from $1.03\times10^{-2}$ to $6.59\times10^{-4}$ electrons. For the normalised density proportional to $e^{-\alpha\sqrt{r^2+c^2}}$, with $c=0.5$ bohr, it falls from $1.09\times10^{-4}$ to $3.19\times10^{-8}$ electrons.

These figures are the gain for this analytic model, with $\alpha=2$ bohr$^{-1}$, $c=0.5$ bohr and the centre on a grid point; the bound of Theorem 4 (ii) depends exponentially on $c/h$. A pseudo-density joined at some radius $r_c$ with finitely many continuous derivatives does not meet the analytic hypothesis, and the exponential bound cannot then be used at arbitrarily small $h$. Integrate (8) by parts on each side of $r_c$. If $f$ and $f'$ are continuous there but $f''$ jumps, then $g''$ jumps by $r_c[f'']$, and $F$ acquires an oscillating term of amplitude $4\pi r_c|[f'']|/G^4$, the same power of $G$ as for the cusp. Each further continuous derivative gains one more power of $1/G$. The numerical results above are for the cusp and the analytic model; they do not include a density joined at $r_c$.

## Numbers as computed

```
decay constant alpha = 2.0 1/bohr
smoothing length c = 0.50 bohr
exact integral, kinked = 1.000000 bohr
exact integral, smooth = 0.601907 bohr
line norm M at Im z = c: 0.78425 bohr
F(k=6.0/bohr), closed form = 0.01046412 bohr
same from line Im z = -0.3 bohr = 0.01046412 bohr
offset 0.13 bohr, h=0.5 bohr: direct error = -1.80683274e-05 bohr
same from Poisson series = -1.80683274e-05 bohr
h (bohr) | kink error | smooth error | strip bound (all bohr)
0.50000 | 8.1977e-02 | 2.8490e-04 | 2.9346e-03
0.25000 | 2.0747e-02 | 1.9315e-07 | 5.4699e-06
0.12500 | 5.2029e-03 | 2.4039e-13 | 1.9075e-11
0.06250 | 1.3017e-03 | 1.0373e-24 | 2.3199e-22
0.03125 | 3.2550e-04 | 5.4327e-47 | 3.4312e-44
kink order, last two spacings = 1.9997
smooth rates, successive pairs = 3.6482, 3.3992, 3.2711, 3.2065 bohr
limiting rate 2 pi c = 3.1416 bohr
asymmetric kink: decays right 2.0, left 1.0 1/bohr
slope jump J = -3.0 1/bohr; second jump J2 = 3.0 1/bohr^2
h=0.05 bohr, theta=0.0: error 6.2492e-04, h^2 law 6.2500e-04 bohr
h=0.05 bohr, theta=0.5: error -3.1243e-04, h^2 law -3.1250e-04 bohr
rms error over offsets, h=0.05 bohr = 2.7947e-04 bohr
rms law = 2.7951e-04 bohr
exceptional offset theta = 0.21132
error there, h=0.02 bohr = -1.9277e-07 bohr
h^3 law there = -1.9245e-07 bohr
order there = 3.0023
h=0.5 bohr: |F(2 pi/h)| = 0.01870 bohr
h=0.5 bohr: largest error over offsets = 0.06174 bohr
nearly kinked, c = 0.01 bohr, 2 pi c = 0.0628 bohr
local order, h 1 to 0.5 bohr = 2.013
local order, h 0.01 to 0.005 bohr = 10.604
cubic lattice sum of 1/n^4 = 16.5322
3D cusp, h=0.500 bohr: error = 1.0343e-02 electrons
3D cusp, h=0.250 bohr: error = 6.5874e-04 electrons
3D cusp, h=0.125 bohr: error = 4.1369e-05 electrons
3D h^4 law, h=0.125 bohr = 4.1435e-05 electrons
3D cusp order, last two spacings = 3.9931
3D cusp at cell centre, h=0.250 bohr = -1.5251e-04 electrons
3D smooth, h=0.500 bohr: error = 1.0933e-04 electrons
3D smooth, h=0.250 bohr: error = 3.1862e-08 electrons
3D smooth, six shortest G, h=0.250 bohr = 3.1718e-08 electrons
```
